# Transition entropy of a ferroelectric from its Curie constant

## Problem

A ferroelectric crystal, free of stress and in zero field, is cooled through a first-order transition. Its polarization jumps from zero to $P_c=0.18\ \mathrm{C/m^2}$. Above the transition the susceptibility follows the Curie–Weiss law

$$
\chi=\frac{P}{\varepsilon_0E}=\frac{C}{T-T_0},\qquad C=150000\ \mathrm K ,
$$

where $P$ is the polarization induced by a weak field $E$. The molar volume is $V_m=38.7\ \mathrm{cm^3/mol}$, one mole being one mole of formula units. The two phases coexist at $T_c=393\ \mathrm K$, which lies 10 K above $T_0$. These are rough values in the regime of barium titanate at its cubic–tetragonal transition.

Find the molar entropy difference $\Delta S=S_{\rm para}-S_{\rm ferro}$ and the latent heat. What does the result say about the ordering of local dipoles?

## A tempting solution

Suppose that each formula unit carries a dipole that can point up or down. In the paraelectric phase both directions are equally likely, so a mole of units has $2^{N_A}$ arrangements. In the ferroelectric phase all dipoles point up, and one arrangement is left. Hence

$$
\Delta S=k_B\ln 2^{N_A}-k_B\ln 1=R\ln2=5.763\ \mathrm{J/(mol\,K)} .
$$

A more detailed picture seems to support this. If an ion has eight equivalent off-centre sites along the cube diagonals, and the tetragonal phase keeps the four on one side, then the loss is $R\ln8-R\ln4$, which is again $R\ln2$.

## Where it goes wrong

The counting is correct for the process it describes. The fault is the assumption that the ordering is complete just below the transition. Nothing in the problem says so, and the calculation has used neither $P_c$ nor $C$.

A limiting case exposes the error. Let the jump $P_c$ shrink towards zero, so that the transition becomes continuous. The two phases then become the same state at the transition, and their entropy difference must vanish. The counting argument would still return $R\ln2$. The correct expression must depend on the size of the jump, and the susceptibility supplies the missing factor.

## Solution

### The free energy and its quadratic coefficient

Let $g(P,T)$ be the free energy per volume at zero stress, measured from the state $P=0$ at the same temperature. For a single domain polarized along one axis, the Landau expansion is

$$
g=\tfrac12\alpha_0(T-T_0)P^2+\tfrac14bP^4+\tfrac16cP^6,
\qquad b<0,\quad c>0 .
$$

The negative $b$ permits a first-order transition, and the positive $c$ keeps the polarization finite. An important assumption is that $b$ and $c$ do not depend on temperature. It will be relaxed below.

In a field, $g-EP$ must be stationary with respect to $P$:

$$
E=\alpha_0(T-T_0)P+bP^3+cP^5 .
$$

In the paraelectric phase a weak field induces a small $P$, and the cubic and fifth-order terms can be dropped. Then $P=E/[\alpha_0(T-T_0)]$, and

$$
\chi=\frac{P}{\varepsilon_0E}=\frac{1}{\varepsilon_0\alpha_0(T-T_0)} .
$$

Comparison with the Curie–Weiss law gives

$$
\alpha_0=\frac1{\varepsilon_0C}=7.529\times10^5\ \mathrm{J\,m/(C^2\,K)} .
$$

This step also fixes a factor of two. If the quadratic term is written without its prefactor $\tfrac12$, the coefficient becomes $1/(2\varepsilon_0C)$. The energy itself is the same in either notation.

### The entropy difference

In zero field the polarization of the ferroelectric state, $P(T)$, changes with temperature. The total derivative of its energy is

$$
\frac{dg}{dT}=\frac{\partial g}{\partial T}
+\frac{\partial g}{\partial P}\frac{dP}{dT}.
$$

The second term vanishes because the state is stationary, $\partial g/\partial P=0$. Since $g$ is the free energy of the ferroelectric state minus that of the state $P=0$, and entropy is minus the temperature derivative of free energy,

$$
s_{\rm ferro}-s_{\rm para}=-\frac{\partial g}{\partial T}
=-\tfrac12\alpha_0P^2 .
$$

Reversing the sign and inserting $\alpha_0$ at the transition gives

$$
\Delta s=s_{\rm para}-s_{\rm ferro}=\frac{P_c^2}{2\varepsilon_0C},
\qquad
\Delta S=\frac{V_mP_c^2}{2\varepsilon_0C}.
$$

The paraelectric phase has the larger entropy. The difference vanishes with the jump, as the limiting case required. The constants $b$ and $c$ help to determine $P_c$, but once $P_c$ is given they do not enter.

### Numbers

Per volume,

$$
\Delta s=\frac{(0.18)^2}{2(8.8542\times10^{-12})(150000)}
\ \mathrm{\frac{J}{m^3\,K}}
=12198\ \mathrm{\frac{J}{m^3\,K}} .
$$

With $V_m=38.7\times10^{-6}\ \mathrm{m^3/mol}$,

$$
\Delta S=12198\times38.7\times10^{-6}\ \mathrm{J/(mol\,K)}
=0.472\ \mathrm{J/(mol\,K)} .
$$

This is $0.0568\,k_B$ per formula unit, or 8.2 % of $R\ln2$. At coexistence the two free energies are equal, so the enthalpy difference is $T_c\Delta S$:

$$
L=393\times0.472\ \mathrm{J/mol}\approx185.5\ \mathrm{J/mol}.
$$

The crystal absorbs this heat on warming and releases it on cooling.

## The coefficients and a check in a field

The quartic and sextic coefficients follow from the coexistence conditions. Write $a=\alpha_0(T_c-T_0)$. Dividing $g=0$ by $P_c^2$, and $\partial g/\partial P=0$ by $P_c$, gives

$$
\tfrac12a+\tfrac14bP_c^2+\tfrac16cP_c^4=0,\qquad
a+bP_c^2+cP_c^4=0 .
$$

Six times the first equation minus the second is $2a+\tfrac12bP_c^2=0$. Therefore

$$
b=-\frac{4a}{P_c^2},\qquad
c=\frac{-a-bP_c^2}{P_c^4}=\frac{3a}{P_c^4}.
$$

For the 10 K gap these are $b=-9.30\times10^8\ \mathrm{J\,m^5/C^4}$ and $c=2.15\times10^{10}\ \mathrm{J\,m^9/C^6}$. Minimizing $g$ numerically with these values, and differentiating the minimum energy with respect to temperature, again gives 0.472 J/(mol K). With $P_c$ and $C$ held fixed, gaps of 5 K and 15 K give the same entropy to within one part in $10^5$.

The entropy difference also controls how a field moves the transition. In a field along the polarization, the free energy of each phase changes by $-s\,dT-P\,dE$. The two changes must be equal if the phases are to stay in coexistence. Starting from zero field, where the paraelectric polarization is zero,

$$
-s_{\rm ferro}\,dT-P_c\,dE=-s_{\rm para}\,dT .
$$

Hence

$$
\frac{dT_c}{dE}=\frac{P_c}{\Delta s}
=\frac{2\varepsilon_0C}{P_c}=1.48\ \mathrm{K/(kV/cm)} .
$$

The field favours the polarized phase and raises the transition temperature. Numerical location of the equal minima in weak fields, with the same $b$ and $c$, extrapolates to 1.48 K/(kV/cm) at zero field. A measured shift, extrapolated to zero field, would therefore give $\Delta s=P_c/(dT_c/dE)$ by a route that needs no Curie constant. The extrapolation matters: in a finite field the paraelectric phase is polarized too, and with these coefficients the local slope falls to 1.41 K/(kV/cm) at 1 kV/cm, while the coexistence line ends at a critical point near 11 kV/cm. The form $2\varepsilon_0C/P_c$ also requires constant $b$ and $c$, whereas $P_c/\Delta s$ does not.

## What the small entropy says about dipoles

The two-state picture can be repaired by allowing partial order. Let there be $N$ dipoles per volume, one per formula unit, each with moment $+\mu$ or $-\mu$ along the axis. In a mean field $E+\lambda P$ the thermal average is

$$
P=N\mu\tanh\frac{\mu(E+\lambda P)}{k_BT}.
$$

For small polarization the hyperbolic tangent can be replaced by its argument. Multiplying by $T$ and collecting the terms in $P$ gives

$$
P\left(T-\frac{\lambda N\mu^2}{k_B}\right)=\frac{N\mu^2}{k_B}E .
$$

This is a Curie–Weiss law with $T_0=\lambda N\mu^2/k_B$ and

$$
C=\frac{N\mu^2}{\varepsilon_0k_B}.
$$

Define the degree of order $m=P_c/(N\mu)$. Substituting this $C$ into the Landau result gives

$$
\Delta s=\frac{P_c^2k_B}{2N\mu^2}=\tfrac12Nk_Bm^2,
\qquad \frac{\Delta S}{R}=\tfrac12m^2 .
$$

For the present data $m=\sqrt{2\times0.0568}=0.337$. The saturation polarization $N\mu$ would be 53.4 µC/cm², while the jump is 18 µC/cm². In this model the dipoles are only about one third ordered just below the transition. The saturation value is inferred from $C$ through the model and is not a measured property of the crystal. Since the entropy loss grows as the square of the order, it is small.

How good is the quadratic law at this value of $m$? The fractions of up and down dipoles are $(1+m)/2$ and $(1-m)/2$. Their mixing entropy, subtracted from $\ln2$, gives the full loss

$$
\frac{\Delta S_{\rm two}}{R}=\tfrac12\left[(1+m)\ln(1+m)+(1-m)\ln(1-m)\right].
$$

Its derivative with respect to $m$ is $\tfrac12\ln[(1+m)/(1-m)]=m+m^3/3+\cdots$. Integrating from $m=0$, where the loss is zero, gives

$$
\frac{\Delta S_{\rm two}}{R}=\frac{m^2}{2}+\frac{m^4}{12}+\cdots .
$$

At $m=0.337$ the full expression gives 0.481 J/(mol K), which is 2.0 % above the Landau value. At $m=1$ it gives $R\ln2$, the tempting answer, whereas the quadratic term alone would give $R/2$. The Landau result is therefore the small-order limit of a curve that ends at the tempting answer.

The mean-field equation by itself leads to a continuous transition, because the entropy contributes a positive quartic term to the free energy. An additional negative interaction energy proportional to $P^4$ can make the transition first order. To match both the given jump and the 10 K gap, the model also needs a positive interaction energy of higher order, for example one proportional to $P^6$. If these energies do not depend on temperature, they change neither $C$ nor the entropy at a given $m$, so the comparison at $m=0.337$ stands.

Unless another contribution, such as a change in the lattice vibrations, nearly cancels the configurational loss, the small entropy excludes the complete ordering of independent two-state units, one per formula unit, at this transition. It does not exclude partial ordering. It also does not exclude complete ordering of larger units. If $n$ cells flip together as one rigid unit, $N$ is replaced by $N/n$ and the same $C$ and $P_c$ give $m^2=2n\times0.0568$. This reaches $m=1$ at $n\approx8.8$, where the loss is only $R\ln2/8.8=0.65$ J/(mol K). Nor does it prove that the ions merely shift from central positions, since the Landau calculation made no assumption about the microscopic mechanism.

## How far the number can be trusted

**Temperature-dependent coefficients.** If $b$ and $c$ have slopes $b'$ and $c'$ with temperature, the derivative of $g$ at fixed $P$ acquires two more terms:

$$
\Delta s=\tfrac12\alpha_0P_c^2+\tfrac14b'P_c^4+\tfrac16c'P_c^6 .
$$

Take the rough slopes $b'=2\times10^7\ \mathrm{J\,m^5/(C^4\,K)}$ and $c'=-3\times10^8\ \mathrm{J\,m^9/(C^6\,K)}$. The added molar terms are $+0.203$ and $-0.066$ J/(mol K), and the total rises to 0.61 J/(mol K), 29 % above the simple result. For a material, even the first digit of 0.472 is therefore uncertain. The further digits serve only to check the arithmetic.

**Superheating and supercooling.** The formula needs the jump at coexistence, but a real transition may occur elsewhere. With $y=P^2/P_c^2$ and the coefficients found above, the stationary condition for a nonzero polarization becomes

$$
\frac{T-T_0}{T_c-T_0}=4y-3y^2 .
$$

The right side has its maximum, $4/3$, at $y=2/3$. Above the corresponding temperature no ferroelectric solution exists, so superheating ends at $T_c+(T_c-T_0)/3$, here 3.33 K above $T_c$. The polarization there is 14.7 µC/cm². The paraelectric state loses stability at $T_0$, where the nonzero solution is $y=4/3$ and the polarization is 20.8 µC/cm².

The entropy difference between the phases is proportional to $y$. It is 0.315 J/(mol K) at the superheating limit and 0.629 J/(mol K) at $T_0$. Away from coexistence the free energies differ, so the heat exchanged at constant temperature is no longer $T\Delta S$.

**The measured jump.** Because $\Delta S$ varies as $P_c^2$, an error of 1 µC/cm² matters. With $C$ and $V_m$ held fixed, jumps of 17 and 19 µC/cm² give 0.421 and 0.526 J/(mol K). In a sample with many domains the net polarization can be far smaller than the polarization inside each domain. It is the latter that belongs in the formula.

**Comparison with barium titanate.** The Curie constant, temperatures and jump used here are typical of good crystals, and measured transition entropies are roughly 0.5 J/(mol K). The simple result has the right size. The assumption of constant $b$ and $c$ is not strictly met in the real material, and the 29 % above shows what the assumed slopes would do. That correction overshoots the rough measured size. Whether the excess comes from the assumed slopes, from the other inputs or from the spread of the measurements is not settled here. Domain walls and critical fluctuations are also left out, and their contributions have not been estimated. A film clamped to a substrate needs a different free energy, because its strain is constrained.

Each correction evaluated here, taken separately, leaves the entropy difference near or below one tenth of $R\ln2$. Corrections can compound: the assumed slopes together with supercooling to $T_0$ give 0.89 J/(mol K), still under one sixth of $R\ln2$. The numerical output below lists the values used.

## Numbers as computed

```
INPUTS (rough, barium titanate regime)
Curie constant C: 150000 K
polarization jump P_c: 18.0 uC/cm2
the same jump in SI: 0.18 C/m^2
molar volume V_m: 38.7 cm^3/mol
transition temperature Tc: 393 K
gap Tc - T0: 10 K
vacuum permittivity eps0: 8.8542e-12 F/m
LANDAU RESULT
alpha0 = 1/(eps0 C): 7.529e+05 J m/(C^2 K)
quartic coefficient b: -9.296e+08 J m^5/C^4
sextic coefficient c: 2.152e+10 J m^9/C^6
entropy step per volume: 12198 J/(m^3 K)
entropy step per mole: 0.472 J/(mol K)
numerical entropy step: 0.472 J/(mol K)
entropy step per formula unit: 0.0568 k_B
R ln 2: 5.763 J/(mol K)
ratio to R ln 2: 0.082 (pure number)
latent heat: 186 J/mol
field shift dTc/dE: 1.48 K/(kV/cm)
numerical field shift: 1.48 K/(kV/cm)
TWO-STATE DIPOLES WITH THE SAME C
number density N: 1.556e+28 1/m^3
dipole moment: 10.3 debye
saturation polarization: 53.4 uC/cm2
order m at P_c: 0.337 (pure number)
full two-state entropy loss: 0.481 J/(mol K)
excess over Landau value: 2.0 %
NEGLECTED EFFECTS
assumed slope of b: 2.0e+07 J m^5/(C^4 K)
assumed slope of c: -3.0e+08 J m^9/(C^6 K)
part from drift of b: 0.203 J/(mol K)
part from drift of c: -0.066 J/(mol K)
entropy step with both drifts: 0.61 J/(mol K)
change due to both drifts: 29 %
superheating limit above Tc: 3.33 K
P at superheating limit: 14.7 uC/cm2
entropy difference there: 0.315 J/(mol K)
P at supercooling limit T0: 20.8 uC/cm2
entropy difference at T0: 0.629 J/(mol K)
entropy step, P_c lower by 1 uC/cm2: 0.421 J/(mol K)
entropy step, P_c higher by 1 uC/cm2: 0.526 J/(mol K)
```
